# Siepmann-Sprik equations for Gaussian electrode charges and the neutrality-projected inverse matrix, part 2

Electrodes consist of $M$ fixed atoms at $\mathbf R_i$ with Gaussian charges $Q_i$ of common inverse width $\eta$. Point ions $q_k$ sit at $\mathbf r_k$, in vacuum with open boundaries. We seek the $Q_i$ that minimise the energy $\Omega$ of electrodes, ions and reservoirs at prescribed potentials $\Psi$, up to a common shift $\chi$, and total electrode charge $T$. Units are $e$, nm, V (relative to infinity) and eV, with $K=e/(4\pi\varepsilon_0)=1.43996$ V nm/$e$.

A unit Gaussian has the potential

$$\phi(r)=K\,\frac{\mathrm{erf}(\eta r)}{r}. \tag{2}$$

The interaction matrix $A$ (V/$e$) and averaged ion potentials $v$ are

$$A_{ij}=K\,\frac{\mathrm{erf}(\eta r_{ij}/\sqrt2)}{r_{ij}}\quad(i\ne j),\qquad A_{ii}=K\sqrt{\frac2\pi}\,\eta . \tag{3}$$

$$v_i=K\sum_kq_k\frac{\mathrm{erf}(\eta|\mathbf R_i-\mathbf r_k|)}{|\mathbf R_i-\mathbf r_k|}. \tag{4}$$

Let $\mathbf 1$ be the vector of ones, $w=\Psi-v$, $h=A^{-1}\mathbf 1$ and $s=\mathbf 1^Th$, the capacitance to infinity. With ion-ion energy $U_{\rm ion}$, minimising $\Omega=\frac12Q^TAQ-Q^Tw+U_{\rm ion}$ at fixed $T$ gives

$$T=h^Tw+\chi s,\qquad\text{so}\qquad \chi=\frac{T-h^Tw}{s}. \tag{12}$$

$$AQ=w+\chi\mathbf 1,\quad \chi=\frac{T-h^Tw}{s},\quad Q=Sw+\frac Tsh,\quad S=A^{-1}-\frac{hh^T}{s}. \tag{14}$$

The actual potentials are $\Psi+\chi\mathbf 1$; the unconstrained total charge is $h^Tw$. The projected inverse $S$ is symmetric, with $S\mathbf 1=0$ and

$$SAS=S. \tag{16}$$

$$S=Z(Z^TAZ)^{-1}Z^T . \tag{17}$$

The columns of $Z$ are a basis of the neutral vectors, $Z^T\mathbf 1=0$.

"Equal subtraction" instead solves $AQ=w$ and removes $h^Tw/M$ from every atom, so a finite plate ceases to be an equipotential.

The six-atom test case (small cluster) has $\eta=20$ nm$^{-1}$ and atoms at (0, 0, 0), (0.29, 0, 0), (0, 0.31, 0.05) nm, held at 1 V, and (0, 0, 1.5), (0.3, 0.1, 1.5), (0.1, 0.35, 1.6) nm, held at 0 V. For $T=-0.6$, ions $+1$ and $-0.4$ stand at (0.1, 0.1, 0.5) and (0.2, 0, 0.95) nm. Its charges agreed with direct minimisation within $1.7\times10^{-16}\,e$.

### Energy and forces

Insert $Q=Sw+(T/s)h$ into $\Omega$. In the quadratic term the cross product contains $SAh=S\mathbf 1=0$, while $h^TAh=s$. With (16),

$$Q^TAQ=w^TSw+\frac{T^2}{s},\qquad Q^Tw=w^TSw+\frac{T\,h^Tw}{s}.$$

Half the first minus the second gives

$$\Omega_{\min}=U_{\rm ion}-\tfrac12w^TSw+\frac{T^2}{2s}-\frac{T\,h^Tw}{s}. \tag{18}$$

Its derivative with respect to $T$ is $(T-h^Tw)/s=\chi$, as expected of the multiplier.

When ion $k$ moves, the optimal charges change as well. Their contribution to the derivative of $\Omega_{\min}$ is

$$\sum_i\frac{\partial\Omega}{\partial Q_i}\frac{\partial Q_i}{\partial\mathbf r_k}=\chi\,\frac{\partial(\mathbf 1^TQ)}{\partial\mathbf r_k}=0,$$

because $T$ is fixed. The force is therefore the Coulomb force at fixed optimal charges:

$$\mathbf F_k=-q_k\sum_iQ_i\nabla_kK\frac{\mathrm{erf}(\eta r_{ik})}{r_{ik}}-\nabla_kU_{\rm ion}, \tag{19}$$

$$\frac{d}{dr}\frac{\mathrm{erf}(\eta r)}{r}=\frac{2\eta}{\sqrt\pi}\frac{e^{-\eta^2r^2}}{r}-\frac{\mathrm{erf}(\eta r)}{r^2}.$$

For the six-atom case with $T=-0.6$, the force on the $+1$ ion was compared with central differences of $\Omega_{\min}$, with a step of $10^{-4}$ nm. The largest component error was $3.4\times10^{-8}$ eV/nm.

Equation (19) requires converged charges. A neutral error $\delta Q$ raises $\Omega$ by $\frac12\delta Q^TA\,\delta Q$, which is of second order, but it changes the force in first order. A convergence criterion based on energy alone can thus leave a larger error in the forces.

### Capacitance and thermal fluctuations

Let $n_i=1$ on one electrode and 0 on the other. A voltage $V$ between them is $\Psi=Vn$. For $T=0$ the charge on the first electrode is

$$n^TQ=CV-n^TSv,\qquad C=n^TSn . \tag{20}$$

The second term of the charge is induced by the ions.

Two single atoms show the factors. With charges $Q$ and $-Q$, the two rows of (14) read $(A_{11}-A_{12})Q=V+\chi$ and $-(A_{11}-A_{12})Q=\chi$. Their difference gives $C=1/[2(A_{11}-A_{12})]$. For $\eta=20$ nm$^{-1}$ and a separation of 2 nm, $A_{11}=22.98$ and $A_{12}=0.72$ V/$e$, so $C=1/(2\times22.26)=0.0225\,e$/V.

Minimisation gives one charge vector for each ion configuration. If the charges are instead sampled classically with weight $e^{-\Omega/k_BT_{\rm th}}$, where $T_{\rm th}$ is the temperature, write $Q=Q_{\min}+Zy$. The linear term vanishes and $\Omega=\Omega_{\min}+\frac12y^TZ^TAZy$. A Gaussian weight of this form has covariance $k_BT_{\rm th}(Z^TAZ)^{-1}$ for $y$. By (17) the covariance of $Q$ is $k_BT_{\rm th}S$, and

$$\mathrm{Var}(n^TQ)=k_BT_{\rm th}\,C, \tag{21}$$

with $k_BT_{\rm th}$ in eV and $C$ in $e$/V. Direct integration at 300 K for atoms at (0, 0, 0), (0.29, 0, 0) and (0, 0, 1.5) nm, the first two forming one electrode, reproduced (21) within one part in $10^6$.

### A nanogap between two aluminium plates

The example uses rough aluminium values: an fcc lattice constant of 0.40 nm, a work function of 4.2 eV and three conduction electrons per atom. Each plate has two (001) layers of $20\times20$ atoms, 1600 atoms in all. The in-plane spacing is $0.40/\sqrt2=0.283$ nm and the plate area is $(20\times0.2828)^2=32.0$ nm$^2$. The inner atomic planes are 2.0 nm apart, and $1/\eta=0.05$ nm. The lower plate is prescribed 1 V and the upper 0 V, a mean field of 5 MV/cm. Ions of $+1$ and $-1\,e$ are fixed on the plate axis, 0.7 and 1.2 nm above the lower inner plane.

Without the constraint, the plates acquire a net charge of $0.953\,e$. Neutrality shifts all potentials by $\chi=-0.500$ V, so the plates lie at $+0.500$ and $-0.500$ V. Equation (12) then gives $s=0.953/0.500=1.91\,e$/V for the capacitance to infinity. Without ions, the value $-0.5$ V follows from mirror symmetry. The ion pair changes it by only about 0.0002 V.

Equal subtraction would remove $0.953/1600=6.0\times10^{-4}\,e$ from each atom. That small correction produces a potential spread of 0.26 V across the lower plate, about a quarter of the applied voltage. With the projected inverse the spread is at rounding level, $4\times10^{-15}$ V.

With an empty gap the plates carry $\pm1.71\,e$, so $C=1.71\,e$/V, or 0.27 aF. The ideal-plate formula, which ignores edges and outer faces, gives

$$\frac{32.0}{4\pi\times1.44\times2.0}=0.884\ e/\mathrm V .$$

The ratio is 1.93. For $10\times10$ plates at the same gap it is 2.77, so the excess shrinks as the plates widen. It also depends on thickness: $20\times20$ plates with one layer each give 1.79, and with three layers each 2.02.

Averaged over the central $6\times6$ atoms, the lower plate carries 0.417 µC/cm$^2$ on its inner layer and 0.140 on its outer layer. The ideal value is 0.443. With 1 $e$/nm$^2$ = 16.02 µC/cm$^2$, the central sum of 0.557 extended over the whole area would amount to $1.11\,e$. The remaining $0.6\,e$ must come from higher densities away from the centre.

The ions reduce the lower plate's charge from 1.71 to $1.46\,e$, an induced charge of $-0.247\,e$. An estimate for infinite plates follows by spreading an ion $q$ at height $z$ over its plane. With zero voltage across a gap $d$, the field is proportional to the lower-plate charge $Q_l$ below that plane and to $Q_l+q$ above it. Hence $Q_lz+(Q_l+q)(d-z)=0$, or $Q_l=-q(1-z/d)$. The two ions give $-(0.65-0.40)=-0.25\,e$, close to the computed value.

### What the model leaves out

One correction to the capacitance comes from the position of the metal's surface charge. Electrons spill out, and the image plane lies outside the outermost atoms. If the positive ion cores are pictured as a uniform background, its edge lies half a layer spacing, 0.10 nm, outside the outermost nuclei. Roughly 0.08 nm more is taken for the spill-out. Moving each plate inward by 0.18 nm at fixed area raises $C$ by 12%. This measures the shift from the nuclei. The effective surface of the Gaussian model does not lie exactly there: for infinite plates it is 0.013 nm behind the inner nuclei when $1/\eta=0.05$ nm, and 0.003 nm in front of them when $1/\eta=0.06$ nm.

The kinetic energy of the electrons acts in the opposite direction. For a degenerate free-electron gas of density $n_e$ and Fermi energy $E_F$, the density of states is $D=3n_e/(2E_F)$, and a density change $\delta n$ costs $\delta n^2/(2D)$ per volume. Spreading $Q_i$ over one atomic volume, with atomic density $n_{\rm at}$, adds $\frac12\kappa Q_i^2$, where

$$\kappa=4\pi K\lambda^2n_{\rm at},\qquad \lambda^2=\frac{2\varepsilon_0E_F}{3n_ee^2}.$$

Here $E_F=12$ eV, $\lambda=0.048$ nm and $\kappa=2.7$ V/$e$. Adding $\kappa$ to the diagonal of $A$ lowers $C$ by 1.6%. The sign is general: a positive diagonal term raises the minimum of $\Omega$, which is $-\frac12CV^2$ without ions. The size is only an estimate, since the layer spacing of 0.20 nm exceeds $\lambda$ and the decay of charge into the metal is not resolved. Moving each plate away from the gap by the full $\lambda$, as continuum screening suggests, lowers $C$ by 2.6%. This correction should not be combined with an image-plane position taken from a self-consistent electronic calculation, which already includes the kinetic energy. The Gaussian width is itself a model choice. Increasing it from 0.05 to 0.06 nm, all else fixed, raises $C$ by 2.5%.

Tunnelling was sized with the Simmons formula, adopted here without derivation. For plate area $a_p$, barrier width $d_t$, electron mass $m$ and barrier energies $\varphi_\pm=\varphi\pm eV/2$, the rate is

$$\frac{a_p}{2\pi hd_t^2}\left[\varphi_-e^{-4\pi d_t\sqrt{2m\varphi_-}/h}-\varphi_+e^{-4\pi d_t\sqrt{2m\varphi_+}/h}\right].$$

With $d_t=1.8$ nm, the distance between the background edges of the two plates, and $\varphi=4.2$ eV it gives 0.5 electrons per second. A barrier 1 eV lower gives 70 per second, or $7\times10^{-8}$ per nanosecond. Both rates omit the attraction of the tunnelling electron to its image charges, which lowers and narrows the barrier. A semiclassical (WKB) estimate that includes it, with $\varphi=4.2$ eV, gives roughly $4\times10^3$ per second if the image planes lie at the background edges, and $9\times10^4$ if they lie 0.08 nm outside them. Even the larger rate is only about $10^{-4}$ electrons per nanosecond, which is negligible beside the plate charge. The rate is very sensitive to the barrier: with image attraction, image planes 0.08 nm outside the edges and a barrier 1 eV lower, it reaches about $10^7$ per second, or $10^{-2}$ per nanosecond. The local barrier changes caused by the ions are not included.

At 300 K, $k_BT_{\rm th}=0.0259$ eV, and (21) gives a classical fluctuation of $\sqrt{0.0259\times1.71}=0.21\,e$, or 12% of the empty-gap charge. Minimised charges omit it. The energy for transferring one electron between initially uncharged plates is $1/(2C)=0.29$ eV, about eleven times the thermal energy. If plates this small are joined to their reservoirs by tunnel or point contacts, the contact resistance $R$ must therefore be well below $h/e^2=26$ kΩ for a continuous charge to make sense. On weakly coupled plates the charge would be restricted to whole electrons.

This condition also limits the use of (21). Classical statistics require $\hbar/(RC)$ to be well below the thermal energy, which for these plates means $R$ well above 93 kΩ. For such contacts both conditions cannot hold together here. An ideal ohmic resistor well above 93 kΩ would keep the charge continuous and nearly classical, but only if its own stray capacitance stayed below that of the plates. The value $0.21\,e$ therefore describes the classical model, and well-connected plates of this size would show larger, quantum fluctuations.

Real aluminium differs from this model in a further respect. Exposed to air it grows an oxide a few nanometres thick, comparable with the entire gap. If oxide of relative permittivity roughly 9 filled the gap, the ideal-plate capacitance would rise about ninefold, far more than any correction above. The example therefore concerns clean surfaces in vacuum. Its plates, 5.7 nm wide, are also much smaller than ordinary capacitor electrodes, so the ratio 1.93 should not be carried over to them.

### Use in a simulation

If the electrode atoms are fixed, $A$, $h$, $s$ and $S$ need to be computed once. Each new ion configuration then requires $v$ from (4) and one product $S(\Psi-v)$, plus $(T/s)h$ if the ions are not neutral. If the atoms move, two linear solutions, for $A^{-1}\mathbf 1$ and $A^{-1}w$, avoid forming $S$. The forces on the atoms then also contain the derivatives of $A$.

An iterative solver can work within the neutral space. For $T=0$ it starts from neutral charges and subtracts the mean from each residual $w-AQ$. That residual is a potential, and its mean is absorbed by $\chi$. Subtracting a mean from the potential residual during the iteration leads to (14). Subtracting a mean from the finished unconstrained charges is the procedure that produced the 0.26 V error.

The ion kernel (2) stays finite at zero distance, so electrostatics alone does not keep an ion from entering an electrode atom. A simulation with mobile ions needs a separate short-range repulsion. The values used in the example are listed in the numerical output below.

## Values computed for the example and the checks

```
Coulomb constant K = 1.43996 V nm/e
Small cluster: max charge deviation = 1.7e-16 e
Small cluster: max force deviation = 3.4e-08 eV/nm
Inverse Gaussian width eta = 20.0 1/nm
Two atoms: separation = 2.0 nm
Two atoms: A11 = 22.9785 V/e
Two atoms: A12 = 0.7200 V/e
Two atoms: capacitance = 0.02246 e/V
Lattice constant (rough) = 0.40 nm
In-plane atom spacing = 0.2828 nm
Atoms in both plates = 1600
Plate area = 32.00 nm^2
Gap between inner planes = 2.0 nm
Applied voltage = 1.0 V
Mean field V/gap = 5.0 MV/cm
Ion heights (+1 e, -1 e) = 0.7, 1.2 nm
Unconstrained net charge, with ions = 0.9528 e
Shift chi, empty gap = -0.5000 V
Shift chi, with ions = -0.4998 V
Lower plate potential, with ions = 0.5002 V
Upper plate potential, with ions = -0.4998 V
Lower plate charge, empty gap = 1.7068 e
Lower plate charge, with ions = 1.4600 e
Upper plate charge, with ions = -1.4600 e
Charge induced on lower plate = -0.2468 e
Same, infinite-plate estimate = -0.2500 e
Potential spread, equal subtraction = 0.2649 V
Potential spread, projection = 4.3e-15 V
Capacitance = 1.7068 e/V
Capacitance (converted) = 0.2735 aF
Ideal-plate capacitance = 0.8842 e/V
Ratio to ideal, 20 x 20 plates = 1.930
Ratio to ideal, 10 x 10 plates = 2.769
Central density, inner layer = 0.4170 uC/cm2
Central density, outer layer = 0.1402 uC/cm2
Ideal-plate density = 0.4427 uC/cm2
Image plane outside atoms (rough) = 0.18 nm
Capacitance change, image plane = 12.2 %
Fermi energy = 11.95 eV
Thomas-Fermi length = 0.0484 nm
Thomas-Fermi hardness = 2.655 V/e
Capacitance change, hardness = -1.55 %
Capacitance change, width 0.06 nm = 2.46 %
Work function (rough) = 4.2 eV
Tunnelling barrier width = 1.8 nm
Tunnelling rate = 5.4e-01 electrons/s
Same, barrier 1 eV lower = 7.0e+01 electrons/s
Thermal energy at 300 K = 0.02585 eV
Thermal charge fluctuation = 0.2101 e
Single-electron charging energy = 0.2930 eV
```
